\section*{Where trigonal warping reaches 10 percent on a gapped honeycomb lattice}

\section*{Problem}

A monolayer has one orbital on each site of a honeycomb lattice with lattice constant $a$. Electrons hop between nearest neighbours with real amplitude $t$, and the two sublattices have energies $\pm\Delta$, with $\Delta\ge 0$. In the sublattice basis
\begin{equation}
H(\mathbf k)=\begin{pmatrix}\Delta & t f(\mathbf k)\\ t f^*(\mathbf k) & -\Delta\end{pmatrix},
\qquad f(\mathbf k)=\sum_{j=1}^{3}e^{i\mathbf k\cdot\boldsymbol\delta_j},
\end{equation}
where the $\boldsymbol\delta_j$ lead from an A site to its three B neighbours. Near the corner $K$ of the Brillouin zone, the squared hopping term $t^2|f|^2$ is close to its isotropic Dirac value, which is quadratic in the distance $q$ from $K$.

\begin{enumerate}
\item At what $q$ does the amplitude of the trigonal correction reach 10 percent of the Dirac value? Express it as a fraction of the distance $K\Gamma$.
\item At what $q$ does the total deviation reach 10 percent toward $M$ and toward $\Gamma$?
\item How large is the effect on the energy, and at what carrier density does it occur in a channel with parameters typical of graphene on hexagonal boron nitride?
\end{enumerate}

\section*{Solution}

\subsection*{The gap drops out}

The Hamiltonian is traceless and its square is $(\Delta^2+t^2|f|^2)$ times the unit matrix. Hence
\begin{equation}
E=\pm\sqrt{\Delta^2+t^2|f|^2},\qquad E^2-\Delta^2=t^2|f|^2 .
\end{equation}
The ratio of $t^2|f|^2$ to its Dirac value contains neither $t$ nor $\Delta$, so questions 1 and 2 are purely geometrical.

\subsection*{Expansion about $K$}

Choose
\begin{equation}
\boldsymbol\delta_{1,2}=a\left(\pm\tfrac12,\tfrac{1}{2\sqrt3}\right),\quad
\boldsymbol\delta_3=a\left(0,-\tfrac1{\sqrt3}\right),\quad
\mathbf K=\left(\tfrac{4\pi}{3a},0\right).
\end{equation}
In $|f|^2=\sum_{jl}e^{i\mathbf k\cdot(\boldsymbol\delta_j-\boldsymbol\delta_l)}$ the three terms with $j=l$ give 3, and the others pair into cosines:
\begin{equation}
|f|^2=3+2\sum_{i=1}^3\cos(\mathbf k\cdot\mathbf a_i),
\end{equation}
with $\mathbf a_1=\boldsymbol\delta_2-\boldsymbol\delta_1=a(-1,0)$, $\mathbf a_2=\boldsymbol\delta_3-\boldsymbol\delta_2=a(\frac12,-\frac{\sqrt3}2)$ and $\mathbf a_3=\boldsymbol\delta_1-\boldsymbol\delta_3=a(\frac12,\frac{\sqrt3}2)$. These vectors have length $a$ and lie 120 degrees apart. The products $\mathbf K\cdot\mathbf a_i$ are $-4\pi/3$, $2\pi/3$ and $2\pi/3$, which are all equal to $2\pi/3$ modulo $2\pi$.

Put $\mathbf k=\mathbf K+\mathbf q$ and $x_i=\mathbf q\cdot\mathbf a_i$. Since $\cos(2\pi/3+x)=-\frac12\cos x-\frac{\sqrt3}2\sin x$,
\begin{equation}
|f|^2=3-\sum_i\cos x_i-\sqrt3\sum_i\sin x_i .
\label{eq:full}
\end{equation}

Let $s=qa$, and let $\phi$ be the angle of $\mathbf q$ from the direction $K\to\Gamma$, which is the direction of $\mathbf a_1$. Then $x_i=s\cos(\phi-\theta_i)$ with $\theta_i=0,\pm120^\circ$. A sum $\sum_i\cos[m(\phi-\theta_i)]$ equals $3\cos m\phi$ if $m$ is a multiple of 3 and vanishes otherwise. The identities
\begin{align}
\cos^2\alpha&=\tfrac12(1+\cos2\alpha),\\
\cos^3\alpha&=\tfrac14(3\cos\alpha+\cos3\alpha),\\
\cos^4\alpha&=\tfrac18(3+4\cos2\alpha+\cos4\alpha)
\end{align}
therefore give
\begin{equation}
\sum x_i=0,\quad \sum x_i^2=\tfrac32s^2,\quad
\sum x_i^3=\tfrac34s^3\cos3\phi,\quad \sum x_i^4=\tfrac98s^4 .
\end{equation}
Expanding the sine and cosine in (\ref{eq:full}), we find
\begin{align}
|f|^2&=\tfrac12\sum x_i^2+\tfrac{\sqrt3}{6}\sum x_i^3-\tfrac1{24}\sum x_i^4+O(s^5)\nonumber\\
&=\tfrac34s^2+\tfrac{\sqrt3}{8}s^3\cos3\phi-\tfrac{3}{64}s^4+O(s^5)\nonumber\\
&=\tfrac34s^2\left[1+\frac{s}{2\sqrt3}\cos3\phi-\frac{s^2}{16}+O(s^3)\right].
\label{eq:exp}
\end{align}
The first term is the Dirac value: $t^2|f|^2=(\hbar vq)^2$ with $\hbar v=\frac{\sqrt3}{2}at$. The second raises the squared hopping toward $\Gamma$, where $\cos3\phi=1$, and lowers it toward the three nearest $M$ points, which lie at $\phi=180^\circ$ and $\pm60^\circ$, where $\cos3\phi=-1$. The other valley behaves in the same way if $\phi$ is again measured from the direction to $\Gamma$, because $|f(-\mathbf k)|=|f(\mathbf k)|$.

\subsection*{Question 1: the trigonal amplitude}

The leading relative amplitude is
\begin{equation}
\varepsilon=\frac{qa}{2\sqrt3},\qquad\text{so}\qquad q_*=\frac{2\sqrt3\,\varepsilon}{a}.
\end{equation}
With $|K\Gamma|=4\pi/(3a)$,
\begin{equation}
\frac{q_*}{|K\Gamma|}=\frac{3\sqrt3}{2\pi}\,\varepsilon .
\end{equation}
For $\varepsilon=0.10$ this gives $q_*a=0.346$ and $q_*/|K\Gamma|=8.3$ percent. At this point the Dirac value of $|f|$ is $\frac{\sqrt3}2\,(2\sqrt3\,\varepsilon)=3\varepsilon=0.3$.

The complete third harmonic shows how good the leading order is. In the expansion
\begin{equation}
\sin(s\cos\alpha)=2\sum_{n\ge0}(-1)^nJ_{2n+1}(s)\cos[(2n+1)\alpha]
\end{equation}
the $\cos3\alpha$ term is $-2J_3(s)\cos3\alpha$. Summing over the three directions multiplies it by 3. The cosines in (\ref{eq:full}) contain even harmonics and add nothing at $3\phi$. The third harmonic of $|f|^2$ is thus $6\sqrt3\,J_3(s)\cos3\phi$, and its relative amplitude is
\begin{equation}
\frac{6\sqrt3\,J_3(s)}{3s^2/4}=\frac{8\sqrt3\,J_3(s)}{s^2}
=\frac{s}{2\sqrt3}\left(1-\frac{s^2}{16}+\dots\right),
\end{equation}
where $J_3(s)=(s^3/48)(1-s^2/16+\dots)$ was used. Setting the full expression equal to 0.10 moves the threshold from 8.27 to 8.33 percent of $|K\Gamma|$.

\subsection*{Question 2: the total deviation}

The isotropic term $-s^2/16$ is $-0.75$ percent at $q_*$. It opposes the trigonal term toward $\Gamma$ and adds to it toward $M$. Toward $\Gamma$ the condition is
\begin{equation}
\frac{s}{2\sqrt3}-\frac{s^2}{16}=\varepsilon
\quad\Longrightarrow\quad s=2\sqrt3\,\varepsilon+\frac{2\sqrt3}{16}s^2 .
\end{equation}
Inserting $s\simeq2\sqrt3\,\varepsilon$ in the last term gives $s\simeq2\sqrt3\,\varepsilon\,(1+\frac34\varepsilon)$. Toward $M$ the deviation is negative, the condition is $s/(2\sqrt3)+s^2/16=\varepsilon$, and the sign of the correction changes:
\begin{equation}
q a\simeq2\sqrt3\,\varepsilon\left(1\pm\tfrac34\varepsilon\right)
\qquad(+\text{ toward }\Gamma,\ -\text{ toward }M).
\end{equation}
For $\varepsilon=0.10$ these estimates are 8.9 and 7.6 percent of $|K\Gamma|$. Solving with the diagonalized Hamiltonian gives 9.1 and 7.8 percent; the differences are of higher order in $\varepsilon$. Repeating the solution with $\Delta/t=0$, $0.01$ and $0.5$ changes neither threshold by more than $10^{-8}$ in $qa$.

The direction toward $M$ is the first to reach 10 percent: among 48 directions, sampled at 30 radii up to the $M$ threshold, none exceeds that deviation earlier. Where $\cos3\phi=0$ the cubic term is absent, and the deviation at $q_*$ is below 1 percent. The figure of 8 percent is therefore the scale of the trigonal amplitude, not a radius at which every direction deviates by 10 percent.

\begin{center}
\begin{tabular}{lc}
\hline
Case, for 10 percent & $q/|K\Gamma|$ (\%)\\
\hline
Trigonal amplitude, leading order & 8.3\\
Total deviation, toward $M$ & 7.8\\
Total deviation, toward $\Gamma$ & 9.1\\
Amplitude, leading order, $t_3/t=0.05$ & 6.2\\
Amplitude, leading order, $t_3/t=0.10$ & 4.7\\
\hline
\end{tabular}
\end{center}

The last two rows include a third-neighbour hopping $t_3$, treated below.

\subsection*{Question 3: energy and density}

Let $E_0=\sqrt{\Delta^2+(\hbar vq)^2}$ be the Dirac energy of the upper band. A small change of the squared hopping by $\pm\varepsilon(\hbar vq)^2$, at fixed $\mathbf q$, changes $E_0^2$ by the same amount. Since $\delta(E^2)=2E_0\,\delta E$,
\begin{equation}
\delta E=\pm\varepsilon\,\frac{E_0^2-\Delta^2}{2E_0},\qquad
\frac{\delta E}{E_0-\Delta}=\pm\varepsilon\,\frac{E_0+\Delta}{2E_0}.
\label{eq:energy}
\end{equation}
The second form measures the shift against the kinetic energy. For $E_0\gg\Delta$ the fraction is $\varepsilon/2$, because the energy is the square root of the squared hopping. For $\hbar vq\ll\Delta$ it is $\varepsilon$, because the kinetic energy is then $(\hbar vq)^2/(2\Delta)$, linear in the squared hopping. The gap thus leaves the threshold in $q$ unchanged but affects how strongly the warping appears in the energy.

With twofold spin and valley degeneracy, a Dirac contour of radius $q$ holds
\begin{equation}
n=4\,\frac{\pi q^2}{(2\pi)^2}=\frac{q^2}{\pi},\qquad
\varepsilon(n)=\frac{a\sqrt{\pi n}}{2\sqrt3}.
\end{equation}
Warping changes the enclosed area at fixed energy in second order only. To see this, write $c=1/(2\sqrt3)$, $C=\cos3\phi$ and solve $s^2(1+cCs-s^2/16)=s_0^2$ with $s^2=s_0^2(1+\alpha s_0+\beta s_0^2)$, so that $s\simeq s_0(1+\alpha s_0/2)$. The first order gives $\alpha=-cC$, which averages to zero over angle. The second order gives
\begin{equation}
\beta+\tfrac32\alpha cC-\tfrac1{16}=0,\qquad
\beta=\tfrac1{16}+\tfrac32c^2C^2 .
\end{equation}
With $c^2=1/12$ and mean $C^2=1/2$, the mean of $\beta$ is $1/8$. The area is $\pi q^2[1+(qa)^2/8]$, which is 1.5 percent above the Dirac area at $q_*$. The numerically integrated contour gives 1.6 percent.

Now take $a=0.246$ nm, $t=2.8$ eV and a gap $2\Delta=0.05$ eV. Then
\begin{align}
\hbar v&=\tfrac{\sqrt3}2(0.246\ \text{nm})(2.8\ \text{eV})=0.597\ \text{eV nm},\\
q_*&=0.3464/(0.246\ \text{nm})=1.41\ \text{nm}^{-1},\\
E_0&=\sqrt{(0.025)^2+(0.597\times1.408)^2}\ \text{eV}=0.84\ \text{eV},\\
n&=(1.408\ \text{nm}^{-1})^2/\pi=0.631\ \text{nm}^{-2}=6.3\times10^{13}\ \text{cm}^{-2}.
\end{align}
Equation (\ref{eq:energy}) gives $\delta E=\pm0.042$ eV, or 5.1 percent of the kinetic energy. Diagonalization at $q_*$ gives 0.878 eV toward $\Gamma$ and 0.794 eV toward $M$. Half their difference is 0.042 eV, as estimated. Their mean lies 0.004 eV below $E_0$: the isotropic term contributes about $-0.0075E_0/2=-0.003$ eV, and the next term of the square root, $-\varepsilon^2E_0/8$, contributes $-0.001$ eV.

At $10^{12}$ and $10^{13}\ \text{cm}^{-2}$ the trigonal amplitude in the squared hopping is 1.3 and 4.0 percent. In this model the Dirac form is good to a few percent at such densities. The value $6.3\times10^{13}\ \text{cm}^{-2}$ is the density of the Dirac circle; with the 1.6 percent area correction the density of carriers below $E_0$ is $6.4\times10^{13}\ \text{cm}^{-2}$. All these numbers belong to the nearest-neighbour model. Farther hopping makes the warping of real graphene stronger and lowers the threshold density, as discussed below.

\section*{What the nearest-neighbour model leaves out}

\paragraph{Third neighbours.} The third neighbours of an A site are B sites at $-2\boldsymbol\delta_j$. With $r=t_3/t$, $f$ becomes $f+rf_3$, where $f_3=\sum_je^{-2i\mathbf k\cdot\boldsymbol\delta_j}$. Let $\omega_j=e^{i\mathbf K\cdot\boldsymbol\delta_j}$ and $u_j=\mathbf q\cdot\boldsymbol\delta_j$. Because $3\mathbf K\cdot\boldsymbol\delta_j$ is a multiple of $2\pi$, $e^{-2i\mathbf K\cdot\boldsymbol\delta_j}=\omega_j$. To second order,
\begin{equation}
f=\sum_j\omega_j\left(iu_j-\tfrac12u_j^2\right),\qquad
f_3=\sum_j\omega_j\left(-2iu_j-2u_j^2\right),
\end{equation}
since $\sum_j\omega_j=0$. The linear part of $f$ is multiplied by $1-2r$ and the quadratic part by $1+4r$. The Dirac term of the square scales as $(1-2r)^2$ and the cubic term, which is their cross product, as $(1-2r)(1+4r)$. The relative trigonal coefficient is therefore multiplied by
\begin{equation}
\frac{1+4r}{1-2r},
\end{equation}
when the reference is the Dirac term with its altered velocity. For $r=0.10$ the factor is 1.75, and the threshold falls to 4.7 percent of $|K\Gamma|$.

\paragraph{Second neighbours.} Hopping $t_2$ within a sublattice adds $2t_2\sum_i\cos\mathbf k\cdot\mathbf a_i=t_2(|f|^2-3)$ to both diagonal elements. It shifts both bands equally and leaves half their difference, and hence the criterion, unchanged. For $t_2=0.1$ eV the Dirac value $|f|=0.3$ gives a $q$-dependent part of about $0.1\times0.3^2=0.009$ eV at $q_*$; with the warping included it runs from 0.008 eV toward $M$ to 0.010 eV toward $\Gamma$.

\paragraph{A real channel.} The values of $a$, $t$ and the gap are rough typical ones for graphene aligned on hexagonal boron nitride. The density $6.3\times10^{13}\ \text{cm}^{-2}$ is out of reach of a one-sided silicon dioxide gate, as the following estimate shows. In Gaussian units a one-sided gate needs a field $F=4\pi en/\kappa$, which is 29 MV/cm for $\kappa=3.9$, against a rough breakdown field of 10 MV/cm for silicon dioxide. That limit corresponds to $2.2\times10^{13}\ \text{cm}^{-2}$ and an amplitude of 5.8 percent. It holds for silicon dioxide only. A gate acting through boron nitride, with roughly $\kappa=3$ and 10 MV/cm, stops near $1.7\times10^{13}\ \text{cm}^{-2}$, while an oxide with roughly $\kappa=20$ and 5 MV/cm reaches about $5.5\times10^{13}\ \text{cm}^{-2}$. Of the two neglected hoppings, only $t_3$ changes the threshold: if $r$ were 0.10, the amplitude at the same density would be $1.75\times5.8\simeq10$ percent, so the threshold would lie near the breakdown limit instead of well beyond it. The value of $r$ depends on how a band structure is fitted, but the upper end of the range 0.05 to 0.10 is the realistic one. Coarse local-density bands of graphene ($2\times2$ $k$ mesh) give a trigonal coefficient about 1.6 times the nearest-neighbour value in a minimal basis and 1.7 times in a double-zeta basis, which corresponds to $r\simeq0.08$ to $0.10$. The threshold density of real graphene is then about 2 to $3\times10^{13}\ \text{cm}^{-2}$ rather than $6.3\times10^{13}\ \text{cm}^{-2}$. Interaction corrections to the bands are not estimated.

\paragraph{Substrate, temperature and channel field.} A lattice mismatch of 1.8 percent gives a moir\'e period of 13.9 nm and a moir\'e zone edge at 0.26 nm$^{-1}$, well inside $q_*$. Where the contour crosses a Bragg plane, two degenerate states coupled by a matrix element $V$ of the moir\'e potential shift by $\pm V$ if only these two states are kept; coupling to further moir\'e plane waves makes the two shifts unequal but leaves them of order $V$. For a rough $V=0.03$ eV this is 0.7 of the trigonal shift, so the warping would not be seen undisturbed there. At 300 K the thermal energy of 0.026 eV is only 3 percent of $E_0$, but it is 0.6 of the trigonal shift, so the thermal smearing of the contour is comparable with its warping. A channel field of 10 kV/cm drives carriers at normal incidence across the gap with the Landau--Zener probability $\exp[-\pi\Delta^2/(\hbar veF)]=0.037$, where $F$ is now the channel field; integration of the two-level equation gives the same value. This affects transport near the band edge, not the position of $q_*$. The numerical output lists the inputs and results.

\section*{Numbers as computed}
\begin{verbatim}
MODEL, trigonal amplitude 10 percent
leading q*a                    0.3464
leading q*/K-Gamma             8.27 %
all-order harmonic q/K-Gamma   8.33 %
total 10% toward M             7.77 %
total 10% toward Gamma         9.10 %
isotropic term at q*           -0.75 %
total deviation at q*, Gamma   9.18 %
total deviation at q*, M       -10.67 %
EXAMPLE INPUTS (rough)
lattice constant               0.246 nm
hopping                        2.80 eV
band gap                       0.050 eV
temperature                    300 K
EXAMPLE RESULTS
hbar v                         0.5965 eV nm
Dirac velocity                 9.063e+05 m/s
K-Gamma distance               17.028 1/nm
q*                             1.408 1/nm
Dirac energy from midgap       0.8404 eV
trigonal energy shift +-       0.0420 eV
diagonalized E toward Gamma    0.8781 eV
diagonalized E toward M        0.7943 eV
kinetic-energy weight          0.5149
carrier density                6.312e+13 1/cm2
contour area / Dirac area      1.01552
area shift, 24 to 48 angles    9.7e-09
amplitude at 1e12 1/cm2        1.26 %
amplitude at 1e13 1/cm2        3.98 %
NEGLECTED EFFECTS AND LIMITS
t3/t = 0.05: coefficient times  1.333
   leading q*/K-Gamma          6.20 %
t3/t = 0.10: coefficient times  1.750
   leading q*/K-Gamma          4.73 %
second-neighbour hopping       0.10 eV
its q-dependent common shift   0.0090 eV
lattice mismatch               1.8 %
moire period                   13.9 nm
moire zone edge                0.261 1/nm
moire potential (rough)        0.030 eV
moire potential/trigonal shift 0.71
thermal energy                 0.0259 eV
thermal energy/Dirac energy    3.08 %
oxide dielectric constant      3.9
gate field needed              29.3 MV/cm
oxide breakdown (rough)        10 MV/cm
density at breakdown           2.16e+13 1/cm2
amplitude at that density      5.84 %
channel field                  10 kV/cm
tunnelling, formula            0.0372
tunnelling, integrated         0.0372
\end{verbatim}
